# Maldague's identity and the two-dimensional Lindhard function at finite temperature: a program that tests the result

```python
# Maldague's identity. For independent fermions with fixed levels, at fixed mu,
#   A(mu,T) = int dmu' w(mu'-mu) A(mu',0),  w(x) = 1/(4 T cosh^2(x/2T)),
# for A = grand potential Omega, density n, energy U, static polarizability Pi = -chi0.
# Hartree atomic units, T = k_B * temperature. 2D gas: eps = k^2/2m, spin 2,
# N0 = m/pi, Eq = q^2/8m, Pi(q;mu,0) = N0 theta(mu)[1 - theta(Eq-mu) sqrt(1-mu/Eq)].
# Finite-T sides come from definitions (k-grid sums, Fock-space traces);
# the other sides from quadrature over mu' of zero-temperature functions.
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import expit, logsumexp
from scipy.constants import physical_constants as pc
pi = np.pi

def fermi(x, T): return expit(-x / T)
def w1(y): return 0.25 / np.cosh(y / 2) ** 2
def close(a, b, rel): return abs(a - b) <= rel * abs(b)

def average(F, mu, T, breaks=()):
    """int dmu' w(mu'-mu) F(mu'), split at the kinks of F; tails beyond 40 T dropped."""
    ys = sorted({-40.0, 0.0, 40.0} | {(b - mu) / T for b in breaks if abs(b - mu) < 40 * T})
    return sum(quad(lambda y: w1(y) * F(mu + T * y), a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, b in zip(ys[:-1], ys[1:]) if b - a > 1e-12)

# ---- the kernel and the one-level identities
for x, T in [(0.3, 0.2), (-1.1, 0.5), (0.0, 0.07)]:
    Tm = mp.mpf(T)
    assert close(float(-mp.diff(lambda s: 1 / (mp.exp(s / Tm) + 1), x)), w1(x / T) / T, 1e-10)
    assert close(average(lambda u: float(u > x), 0.1, T, [x]), fermi(x - 0.1, T), 1e-9)
    assert close(average(lambda u: max(u - x, 0), 0.1, T, [x]), T * np.log1p(np.exp((0.1 - x) / T)), 1e-9)
mom = [average(lambda u: u ** p, 0.0, 1.0) for p in (0, 2, 4)]
assert close(mom[0], 1, 1e-10) and close(mom[1], pi**2 / 3, 1e-9) and close(mom[2], 7 * pi**4 / 15, 1e-9)
print("moments of w, orders 0,2,4 (units T^p): %.6f %.6f %.6f" % tuple(mom))

# ---- five-site chain in Fock space (Jordan-Wigner), V = potential on the first site
L = 5
low, sz = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
def annihilator(j):
    out = np.eye(1)
    for i in range(L):
        out = np.kron(out, sz if i < j else low if i == j else np.eye(2))
    return out
c = [annihilator(j) for j in range(L)]
Ndiag = np.rint(np.diag(sum(a.T @ a for a in c))).astype(int)
def fock_states(h):
    H = sum(h[i, j] * c[i].T @ c[j] for i in range(L) for j in range(L))
    E, N = [], []
    for n in range(L + 1):
        idx = np.where(Ndiag == n)[0]
        E += list(np.linalg.eigvalsh(H[np.ix_(idx, idx)])); N += [n] * len(idx)
    return np.array(E), np.array(N)
def thermal(E, N, mu, T):
    a = -(E - mu * N) / T
    lnZ = logsumexp(a)
    return -T * lnZ, float(np.sum(N * np.exp(a - lnZ)))
def averaged_ground(E, N, mu, T):
    g = {n: E[N == n].min() for n in set(N)}
    br = [(g[a] - g[b]) / (a - b) for a in g for b in g if a > b]
    return (average(lambda u: np.min(E - u * N), mu, T, br),
            average(lambda u: float(N[np.argmin(E - u * N)]), mu, T, br))
h0 = np.diag([0.3, -0.5, 0.1, 0.6, -0.2]) - np.eye(L, k=1) - np.eye(L, k=-1)
V = np.zeros((L, L)); V[0, 0] = 1.0
mu, T, d = 0.2, 0.4, 0.01
E, N = fock_states(h0)
exact, avg = thermal(E, N, mu, T), averaged_ground(E, N, mu, T)
assert close(avg[0], exact[0], 1e-9) and close(avg[1], exact[1], 1e-9)
om = [thermal(*fock_states(h0 + s * d * V), mu, T)[0] for s in (-2, -1, 0, 1, 2)]
chi_fd = (-om[0] + 16 * om[1] - 30 * om[2] + 16 * om[3] - om[4]) / (12 * d * d)
eps, vec = np.linalg.eigh(h0)
Vm = vec.T @ V @ vec
chi_pairs = average(lambda u: sum(2 * Vm[i, j]**2 / (eps[i] - eps[j]) for i in range(L)
                    for j in range(L) if eps[i] < u <= eps[j]), mu, T, eps)
chi_delta = -sum(Vm[i, i]**2 * w1((eps[i] - mu) / T) / T for i in range(L))
assert abs(chi_pairs + chi_delta - chi_fd) < 1e-6 and abs(chi_delta) > 1e-2
print("chain: hopping -1 Ha, on-site", np.diag(h0), "Ha, mu = %.1f Ha, T = %.1f Ha" % (mu, T))
print("chain Omega trace/average = %.8f / %.8f Ha" % (exact[0], avg[0]))
print("chain N trace/average = %.8f / %.8f" % (exact[1], avg[1]))
print("chain chi: finite diff %.6f, pairs %.6f, delta %.6f 1/Ha" % (chi_fd, chi_pairs, chi_delta))
for U in (0.0, 1.0):   # Hubbard atom, level at zero
    Ea, Na = np.array([0, 0, 0, U]), np.array([0, 1, 1, 2])
    ne, na = thermal(Ea, Na, 0.0, 0.05)[1], averaged_ground(Ea, Na, 0.0, 0.05)[1]
    if U == 0:
        assert abs(ne - na) < 1e-9
    else:
        assert abs(ne - 2 / 3) < 1e-6 and abs(na - 0.5) < 1e-6
    print("Hubbard atom U = %.0f Ha, mu = 0, T = 0.05 Ha: n = %.6f, average = %.6f" % (U, ne, na))

# ---- 2D gas: definitions on a midpoint k grid (exponentially convergent at T > 0)
def grid(mu, T, m, shift=0.0):
    pole = np.sqrt(2 * m * complex(mu, pi * T)).imag
    h = min(2 * pi * pole / 40, 0.5 * np.sqrt(m * T))
    kmax = np.sqrt(2 * m * (max(mu, 0) + 40 * T))
    kx = (np.arange(int((kmax + shift) / h) + 1) + 0.5) * h
    ky = (np.arange(int(kmax / h) + 1) + 0.5) * h
    return kx[:, None], ky[None, :], 2 * 4 * h * h / (2 * pi) ** 2
def thermo_sum(mu, T, m):
    kx, ky, wt = grid(mu, T, m)
    e = (kx**2 + ky**2) / (2 * m); x = (e - mu) / T; ax = np.abs(x)
    return [wt * np.sum(a) for a in (-T * np.logaddexp(0, -x), expit(-x), e * expit(-x),
                                     np.log1p(np.exp(-ax)) + ax * expit(-ax))]
def Pi_sum(q, mu, T, m):
    kx, ky, wt = grid(mu, T, m, q / 2)
    a, b = ((kx - q / 2)**2 + ky**2) / (2 * m), ((kx + q / 2)**2 + ky**2) / (2 * m)
    return wt * np.sum((fermi(a - mu, T) - fermi(b - mu, T)) / (kx * q / m))
def Pi_zero(q, u, m):
    Eq = q * q / (8 * m)
    if u <= 0: return 0.0
    return m / pi * (1 - (np.sqrt(1 - u / Eq) if u < Eq else 0.0))
def Pi_avg(q, mu, T, m): return average(lambda u: Pi_zero(q, u, m), mu, T, [0, q * q / (8 * m)])
def Pi_line(q, mu, T, m):
    return m / pi * quad(lambda u: fermi(q * q / (8 * m) * (1 - u * u) - mu, T), 0, 1,
                         epsabs=0, epsrel=1e-11, limit=200)[0]
def thermo_avg(mu, T, m):
    N0 = m / pi
    return [average(F, mu, T, [0]) for F in (
        lambda u: -N0 * max(u, 0)**2 / 2, lambda u: N0 * max(u, 0),
        lambda u: N0 * max(u, 0)**2 / 2, lambda u: (u - mu) / T * N0 * max(u, 0))]
def mu_of(EF, T): return T * np.log(np.expm1(EF / T))

# angular integral, with and without a pole
assert close(quad(lambda p: 1 / (1.3 + 0.7 * np.cos(p)), 0, 2 * pi)[0], 2 * pi / np.sqrt(1.3**2 - 0.7**2), 1e-9)
p0 = np.arccos(-0.7 / 1.3)
assert abs(quad(lambda p: -1 / (1.3 * np.sin((p + p0) / 2) * np.sinc((p - p0) / (2 * pi))),
                0, pi, weight='cauchy', wvar=p0)[0]) < 1e-8
# zero-temperature Lindhard function from Cartesian chords of two shifted discs (m = kF = 1)
chord = lambda x: 2 * np.sqrt(max(1 - x * x, 0.0))
for q in (0.5, 1.5, 2.5, 4.0):
    g = lambda kx: (chord(kx - q / 2) - chord(kx + q / 2)) / kx
    s = abs(1 - q / 2)
    val = quad(g, 0, s, epsabs=1e-11)[0] + quad(g, s, 1 + q / 2, epsabs=1e-11)[0]
    assert close(val / (pi**2 * q), Pi_zero(q, 0.5, 1.0), 1e-7)
# main test at fixed density, m = kF = 1, EF = 1/2
worst = 0.0
for t in (0.05, 0.2, 1.0, 3.0):
    T = 0.5 * t; mu = mu_of(0.5, T)
    ts, ta = thermo_sum(mu, T, 1.0), thermo_avg(mu, T, 1.0)
    assert all(close(a, b, 1e-8) for a, b in zip(ta, ts))
    assert close(ts[1], 1 / (2 * pi), 1e-9) and close(ts[2], -ts[0], 1e-9)
    assert close(ts[0], T * T / pi * float(mp.re(mp.polylog(2, -mp.exp(mu / T)))), 1e-9)
    prev = fermi(-mu, T) / pi
    for q in (0.3, 1.0, 1.9, 2.0, 2.1, 3.0, 5.0):
        P = Pi_sum(q, mu, T, 1.0)
        worst = max(worst, abs(Pi_avg(q, mu, T, 1.0) / P - 1))
        assert close(Pi_line(q, mu, T, 1.0), P, 1e-8) and P < prev + 1e-11
        if q * q / 8 < mu:
            assert -1e-11 < 1 - pi * P <= fermi(mu - q * q / 8, T) + 1e-11
        prev = P
assert worst < 1e-8
print("Lindhard, 4 temperatures x 7 q: largest relative gap = %.1e" % worst)
# limits
mu, T, d = 0.4, 0.25, 1e-4
dn = (thermo_sum(mu + d, T, 1.0)[1] - thermo_sum(mu - d, T, 1.0)[1]) / (2 * d)
assert close(dn, fermi(-mu, T) / pi, 1e-6)
assert close(Pi_sum(0.1, mu, T, 1.0) - fermi(-mu, T) / pi, -2 / 3 * 0.01 / 8 * w1(mu / T) / T / pi, 5e-3)
C = float(mp.sqrt(mp.pi) / 2 * (1 - mp.sqrt(2)) * mp.zeta(0.5))
for t in (0.02, 0.05, 0.1):
    assert abs(pi * Pi_sum(2.0, 0.5, 0.5 * t, 1.0) - (1 - C * np.sqrt(t))) < np.exp(-1 / t) + 1e-9
Eq, T = 9 / 8, 0.01   # next Sommerfeld term is about 1e-3 of this one
assert close(Pi_sum(3.0, 0.5, T, 1.0) - Pi_zero(3.0, 0.5, 1.0),
             pi * T * T / 6 * (1 - 0.5 / Eq)**-1.5 / (4 * Eq**2), 3e-3)
_, n, U, _ = thermo_sum(0.5, 0.1, 1.0)
assert close(Pi_sum(10.0, 0.5, 0.1, 1.0), 4 * n / 100 * (1 + 4 * U / (n * 100)), 1e-3)
print("C in Pi(2k_mu)/N0 = 1 - C sqrt(T/mu): %.6f" % C)

# ---- worked example, round model parameters
m, n = 0.1, 1e-5
K, meV = pc['kelvin-hartree relationship'][0], 1e3 * pc['Hartree energy in eV'][0]
a0cm = pc['Bohr radius'][0] * 100
N0, kF = m / pi, np.sqrt(2 * pi * n); EF = kF**2 / (2 * m)
print("m = %.1f, n = %.1e bohr^-2 = %.4e cm^-2" % (m, n, n / a0cm**2))
print("N0 = %.6f 1/(Ha bohr^2), kF = %.6e 1/bohr" % (N0, kF))
print("EF = %.6e Ha = %.4f meV, TF = %.3f K" % (EF, EF * meV, EF / K))
print("Omega(T=0) = %.6e Ha/bohr^2, v(2kF) N0 = %.4f" % (-N0 * EF**2 / 2, pi / kF * N0))
print("1/eps(2kF) at T=0 = %.6f" % (1 / (1 + pi / kF * N0)))
for TK in (20.0, 100.0):
    T = TK * K; mu = mu_of(EF, T)
    ts, ta = thermo_sum(mu, T, m), thermo_avg(mu, T, m)
    assert all(close(a, b, 1e-8) for a, b in zip(ta, ts)) and close(ts[1], n, 1e-9)
    print("--- %.0f K: T = %.6e Ha, T/EF = %.6f" % (TK, T, T / EF))
    print("mu = %.6e Ha = %.4f meV, mu/T = %.6f, mu/EF = %.6f" % (mu, mu * meV, mu / T, mu / EF))
    print("Omega average/k-sum = %.6e / %.6e Ha/bohr^2" % (ta[0], ts[0]))
    print("S average/k-sum = %.6e / %.6e kB/bohr^2" % (ta[3], ts[3]))
    print("n from average centred on EF, over n = %.6f" % (thermo_avg(EF, T, m)[1] / n))
    d = 1e-4 * T
    dn = (thermo_sum(mu + d, T, m)[1] - thermo_sum(mu - d, T, m)[1]) / (2 * d)
    assert close(Pi_avg(0.0, mu, T, m), dn, 1e-6)
    print("q=0: Pi/N0 average %.6f, (dn/dmu)/N0 %.6f, T=0 %.6f"
          % (Pi_avg(0.0, mu, T, m) / N0, dn / N0, Pi_zero(0.0, EF, m) / N0))
    for r in (1, 2, 3):
        Pa, Ps = Pi_avg(r * kF, mu, T, m), Pi_sum(r * kF, mu, T, m)
        assert close(Pa, Ps, 1e-8)
        print("q=%dkF: Pi/N0 average %.6f, k-sum %.6f, T=0 %.6f"
              % (r, Pa / N0, Ps / N0, Pi_zero(r * kF, EF, m) / N0))
    if mu > 3 * T:
        qm = 2 * np.sqrt(2 * m * mu); Ps = Pi_sum(qm, mu, T, m) / N0
        assert abs(Ps - (1 - C * np.sqrt(T / mu))) < np.exp(-mu / T)
        print("q=2k_mu=%.6f kF: Pi/N0 k-sum %.6f, sqrt law %.6f" % (qm / kF, Ps, 1 - C * np.sqrt(T / mu)))
    v = 2 * pi / (2 * kF)
    true = 1 / (1 + v * Pi_sum(2 * kF, mu, T, m))
    wrong = average(lambda u: 1 / (1 + v * Pi_zero(2 * kF, u, m)), mu, T, [0, EF])
    assert wrong > 1.01 * true
    print("1/eps(2kF): from Pi(T) %.6f, average of T=0 1/eps %.6f" % (true, wrong))
print("all tests passed")
```

Printed output:

```
moments of w, orders 0,2,4 (units T^p): 1.000000 3.289868 45.457576
chain: hopping -1 Ha, on-site [ 0.3 -0.5  0.1  0.6 -0.2] Ha, mu = 0.2 Ha, T = 0.4 Ha
chain Omega trace/average = -3.54632697 / -3.54632697 Ha
chain N trace/average = 2.63990383 / 2.63990383
chain chi: finite diff -0.354610, pairs -0.250406, delta -0.104204 1/Ha
Hubbard atom U = 0 Ha, mu = 0, T = 0.05 Ha: n = 1.000000, average = 1.000000
Hubbard atom U = 1 Ha, mu = 0, T = 0.05 Ha: n = 0.666667, average = 0.500000
Lindhard, 4 temperatures x 7 q: largest relative gap = 5.3e-13
C in Pi(2k_mu)/N0 = 1 - C sqrt(T/mu): 0.536077
m = 0.1, n = 1.0e-05 bohr^-2 = 3.5711e+11 cm^-2
N0 = 0.031831 1/(Ha bohr^2), kF = 7.926655e-03 1/bohr
EF = 3.141593e-04 Ha = 8.5487 meV, TF = 99.204 K
Omega(T=0) = -1.570796e-09 Ha/bohr^2, v(2kF) N0 = 12.6157
1/eps(2kF) at T=0 = 0.073445
--- 20 K: T = 6.333623e-05 Ha, T/EF = 0.201605
mu = 3.137136e-04 Ha = 8.5366 meV, mu/T = 4.953146, mu/EF = 0.998581
Omega average/k-sum = -1.775483e-09 / -1.775483e-09 Ha/bohr^2
S average/k-sum = 6.533870e-06 / 6.533870e-06 kB/bohr^2
n from average centred on EF, over n = 1.001409
q=0: Pi/N0 average 0.992988, (dn/dmu)/N0 0.992988, T=0 1.000000
q=1kF: Pi/N0 average 0.983139, k-sum 0.983139, T=0 1.000000
q=2kF: Pi/N0 average 0.758886, k-sum 0.758886, T=0 1.000000
q=3kF: Pi/N0 average 0.263730, k-sum 0.263730, T=0 0.254644
q=2k_mu=1.998581 kF: Pi/N0 k-sum 0.759781, sqrt law 0.759128
1/eps(2kF): from Pi(T) 0.094573, average of T=0 1/eps 0.121149
--- 100 K: T = 3.166812e-04 Ha, T/EF = 1.008027
mu = 1.674285e-04 Ha = 4.5560 meV, mu/T = 0.528697, mu/EF = 0.532941
Omega average/k-sum = -4.037943e-09 / -4.037943e-09 Ha/bohr^2
S average/k-sum = 2.021466e-05 / 2.021466e-05 kB/bohr^2
n from average centred on EF, over n = 1.317942
q=0: Pi/N0 average 0.629179, (dn/dmu)/N0 0.629179, T=0 1.000000
q=1kF: Pi/N0 average 0.589730, k-sum 0.589730, T=0 1.000000
q=2kF: Pi/N0 average 0.467257, k-sum 0.467257, T=0 1.000000
q=3kF: Pi/N0 average 0.293482, k-sum 0.293482, T=0 0.254644
1/eps(2kF): from Pi(T) 0.145038, average of T=0 1/eps 0.468664
all tests passed
```
